# Controlled separable expansion of a semilocal pseudopotential channel in plane waves: verification in Python

```python
"""
Result under test (Hartree atomic units).
A semilocal channel V_l = v(r) P_l has plane-wave matrix elements
    <G|V_l|G'> = (4 pi/Omega) (2l+1) P_l(cos gamma) F_l(|G|,|G'|),
    F_l(k,q)   = int_0^inf r^2 j_l(k r) v(r) j_l(q r) dr.
With w_i plane waves in shell i (modulus k_i), the weighted radial matrix
    K_ij = (4 pi/Omega) sqrt(w_i w_j) F_l(k_i,k_j)
has eigenvalues lambda_n, ordered by modulus.  Keeping M of them leaves an
operator error of at most g_max |lambda_(M+1)|, where g_max <= 2l+1 is the
largest eigenvalue of the shell Gram matrices; for l=1 in a cubic cell
g_max = 1 and the error equals |lambda_(M+1)|.
Symbols: Omega cell volume, gamma angle between G and G', v(r) a sum of
Gaussians, L cell side, k_cut largest plane-wave modulus.
"""
import numpy as np
import mpmath as mp
from numpy.polynomial.legendre import leggauss
from scipy.constants import physical_constants
from scipy.linalg import expm
from scipy.special import (eval_legendre, factorial, factorial2,
                           spherical_in, spherical_jn)

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
amplitudes = (10.0, -4.0)      # hartree
exponents = (4.0, 2.0)         # bohr^-2
side, k_cut = 8.0, 4.0         # bohr, bohr^-1
well_depth, well_exponent = 6.0, 0.3
tau = 0.05                     # hartree^-1


def potential(r):
    return sum(a * np.exp(-b * r**2) for a, b in zip(amplitudes, exponents))


def radial_closed(l, k, q):
    """Closed form of F_l for the Gaussian potential."""
    return sum(a * np.sqrt(np.pi) / (4 * b**1.5)
               * np.exp(-(k**2 + q**2) / (4 * b))
               * spherical_in(l, k * q / (2 * b))
               for a, b in zip(amplitudes, exponents))


def interval_rule(n, upper):
    x, w = leggauss(n)
    return 0.5 * upper * (x + 1), 0.5 * upper * w


def plane_waves(length):
    """Nonzero reciprocal vectors in the cutoff sphere, grouped in shells."""
    unit = 2 * np.pi / length
    nmax = int(k_cut / unit)
    axis = np.arange(-nmax, nmax + 1)
    n = np.stack(np.meshgrid(axis, axis, axis, indexing="ij"), -1)
    n = n.reshape(-1, 3)
    n2 = (n**2).sum(axis=1)
    keep = (n2 > 0) & (n2 * unit**2 <= k_cut**2)
    values, shell, count = np.unique(n2[keep], return_inverse=True,
                                     return_counts=True)
    return n[keep] * unit, np.sqrt(values) * unit, shell.ravel(), count


def sorted_eig(matrix):
    lam, vec = np.linalg.eigh(matrix)
    order = np.argsort(-np.abs(lam))
    return lam[order], vec[:, order]


def weighted_matrix(l, moduli, count, volume):
    f = radial_closed(l, moduli[:, None], moduli[None, :])
    return 4 * np.pi / volume * np.sqrt(np.outer(count, count)) * f


def terms_needed(lam, eps):
    return int(np.sum(np.abs(lam) > eps))


# --- Matrix element from the definition: double angular quadrature ---------
k_a, k_b = np.array([1.1, -0.7, 2.3]), np.array([-0.4, 1.9, 1.5])
mod_a, mod_b = np.linalg.norm(k_a), np.linalg.norm(k_b)
cos_ab = k_a @ k_b / (mod_a * mod_b)
ct, wt = leggauss(24)
phi = 2 * np.pi * np.arange(48) / 48
st = np.sqrt(1 - ct**2)
dirs = np.stack([np.outer(st, np.cos(phi)), np.outer(st, np.sin(phi)),
                 np.outer(ct, np.ones(48))], -1).reshape(-1, 3)
w_ang = np.repeat(wt, 48) * 2 * np.pi / 48
r, wr = interval_rule(60, 4.5)
wave_a = np.exp(-1j * np.outer(r, dirs @ k_a))
wave_b = np.exp(1j * np.outer(r, dirs @ k_b))
cosines = np.clip(dirs @ dirs.T, -1, 1)
print("Matrix element times Omega, hartree bohr^3")
print(f"|k|={mod_a:.4f}, |k'|={mod_b:.4f} bohr^-1, cos={cos_ab:.5f}")
for l in range(4):
    projector = (2 * l + 1) / (4 * np.pi) * eval_legendre(l, cosines)
    projected = (wave_b * w_ang) @ projector
    angular = ((wave_a * w_ang) * projected).sum(axis=1)
    direct = np.sum(wr * r**2 * potential(r) * angular)
    formula = (4 * np.pi * (2 * l + 1) * eval_legendre(l, cos_ab)
               * radial_closed(l, mod_a, mod_b))
    f_quad = np.sum(wr * r**2 * potential(r) * spherical_jn(l, mod_a * r)
                    * spherical_jn(l, mod_b * r))
    assert abs(direct - formula) < 1e-8
    assert abs(f_quad - radial_closed(l, mod_a, mod_b)) < 1e-10
    print(f"l={l}: quadrature {direct.real:.8f}, formula {formula:.8f}")
# All channels with the same v(r) must add up to the local potential.
all_l = sum(4 * np.pi * (2 * l + 1) * eval_legendre(l, cos_ab)
            * radial_closed(l, mod_a, mod_b) for l in range(21))
q2_ab = np.sum((k_a - k_b)**2)
local_ft = sum(a * (np.pi / b)**1.5 * np.exp(-q2_ab / (4 * b))
               for a, b in zip(amplitudes, exponents))
assert abs(all_l - local_ft) < 1e-10
print(f"sum over l {all_l:.8f}, local potential {local_ft:.8f}")

# --- Diagonalization in the cubic cell, l = 1 ------------------------------
volume = side**3
G, moduli, shell, count = plane_waves(side)
npw, nshell = len(G), len(moduli)
assert np.allclose(G[::-1], -G)
unit_G = G / np.linalg.norm(G, axis=1)[:, None]
cos_G = np.clip(unit_G @ unit_G.T, -1, 1)
f1 = radial_closed(1, moduli[:, None], moduli[None, :])
V = 4 * np.pi / volume * 3 * cos_G * f1[np.ix_(shell, shell)]
lam, u = sorted_eig(weighted_matrix(1, moduli, count, volume))
radial_part = u[shell] / np.sqrt(count[shell])[:, None]
chi = np.sqrt(3) * radial_part[:, :, None] * unit_G[:, None, :]
chi_all = chi.reshape(npw, -1)
assert np.allclose(chi_all.T @ chi_all, np.eye(3 * nshell), atol=1e-11)


def separable(m):
    c = chi[:, :m, :].reshape(npw, 3 * m)
    return (c * np.repeat(lam[:m], 3)) @ c.T


q2 = ((G[:, None, :] - G[None, :, :])**2).sum(axis=-1)
H_rest = (np.diag(0.5 * (G**2).sum(axis=1)) - well_depth / volume
          * (np.pi / well_exponent)**1.5 * np.exp(-q2 / (4 * well_exponent)))
half = npw // 2


def odd_levels(h):
    """Levels in the odd combinations of G and -G."""
    return np.linalg.eigvalsh(h[:half, :half] - h[:half, ::-1][:, :half])


exact_levels = odd_levels(H_rest + V)
print(f"Cell side {side:.1f} bohr, cutoff {k_cut:.1f} bohr^-1")
print(f"plane waves without G=0: {npw}, shells: {nshell}")
print(f"lowest odd level, full V: {exact_levels[0]:.8f} hartree"
      f" = {exact_levels[0] * HARTREE_EV:.5f} eV")
print(f"lambda_1 = {lam[0] * HARTREE_EV:.5f} eV")
print("M, lambda_M, operator error, lowest-level shift (hartree)")
for m in range(1, 9):
    V_m = separable(m)
    error = np.max(np.abs(np.linalg.eigvalsh(V - V_m)))
    levels = odd_levels(H_rest + V_m)
    assert abs(error - abs(lam[m])) < 1e-11
    assert np.max(np.abs(levels - exact_levels)) <= abs(lam[m]) + 1e-10
    print(f"{m} {lam[m-1]: .6e} {error:.3e} "
          f"{levels[0] - exact_levels[0]: .3e}")

# --- Another separable form: M-point radial quadrature ---------------------
K = weighted_matrix(1, moduli, count, volume)
print("M-point radial Gauss quadrature on 0-2.5 bohr, error (hartree)")
for m in (2, 4, 6):
    rq, wq = interval_rule(m, 2.5)
    jq = spherical_jn(1, np.outer(moduli, rq))
    Kq = (4 * np.pi / volume * np.sqrt(np.outer(count, count))
          * ((jq * (wq * rq**2 * potential(rq))) @ jq.T))
    quad_error = np.linalg.norm(K - Kq, 2)
    assert quad_error >= abs(lam[m]) - 1e-12
    print(f"M={m}: quadrature {quad_error:.3e}, diagonal {abs(lam[m]):.3e}")

# --- A priori bound from the Taylor series of the Bessel function ----------
mp.mp.dps = 50
for l in range(4):
    for z in (mp.mpf("0.5"), mp.mpf(3), mp.mpf(8), mp.mpf(15)):
        bessel = mp.sqrt(mp.pi / (2 * z)) * mp.besselj(l + mp.mpf(1) / 2, z)
        for m in (1, 4, 9, 15):
            terms = [z**l * (-z * z)**s / (2**s * mp.factorial(s)
                     * mp.fac2(2 * l + 2 * s + 1)) for s in range(m + 1)]
            remainder = abs(bessel - mp.fsum(terms[:m]))
            assert remainder <= abs(terms[m]) * (1 + mp.mpf(10)**-12)
rb, wb = interval_rule(400, 9.0)
abs_v = np.abs(potential(rb))
shell_weight = 4 * np.pi * count / volume
norm_C2 = np.sum(shell_weight * (spherical_jn(1, np.outer(moduli, rb))**2
                                 @ (wb * rb**2 * abs_v)))


def taylor_bound(m):
    moment = np.sum(wb * abs_v * rb**(4.0 * m + 4))
    denominator = 2.0**m * factorial(m) * factorial2(2 * m + 3)
    tail2 = (np.sum(shell_weight * moduli**(4.0 * m + 2)) * moment
             / denominator**2)
    return np.sqrt(tail2 * norm_C2)


for m in range(1, nshell):
    assert abs(lam[m]) <= taylor_bound(m) + 1e-13
print("A priori bound on |lambda_(M+1)|, hartree")
for m in (8, 12, 16, 20):
    print(f"M={m}: {taylor_bound(m):.3e}")

# --- Dependence on the cell: rank is set by cutoff and range ---------------
eps = 1e-6
kc, wk = interval_rule(80, k_cut)
K_free = (2 / np.pi * np.sqrt(np.outer(wk, wk)) * np.outer(kc, kc)
          * radial_closed(1, kc[:, None], kc[None, :]))
lam_free = sorted_eig(K_free)[0]
m_free = terms_needed(lam_free, eps)
print(f"Radial terms for operator error below {eps:.0e} hartree")
for length in (8.0, 16.0, 32.0):
    g_l, k_l, _, c_l = plane_waves(length)
    lam_l = sorted_eig(weighted_matrix(1, k_l, c_l, length**3))[0]
    m_l = terms_needed(lam_l, eps)
    assert abs(m_l - m_free) <= 1
    print(f"L={length:.0f} bohr: {len(g_l)} waves, M={m_l}, "
          f"lambda_1={lam_l[0]:.5f} hartree")
assert abs(lam_l[0] / lam_free[0] - 1) < 0.03
print(f"isolated ion: M={m_free}, lambda_1={lam_free[0]:.5f} hartree")
m_eps = terms_needed(lam, eps)
print(f"multiplications per orbital, L={side:.0f}: dense {npw**2}, "
      f"separable {2 * 3 * m_eps * npw}")

# --- One-body imaginary-time propagator ------------------------------------
propagator = expm(-tau * V)


def separable_propagator(m):
    c = chi[:, :m, :].reshape(npw, 3 * m)
    return np.eye(npw) + (c * np.repeat(np.expm1(-tau * lam[:m]), 3)) @ c.T


assert np.max(np.abs(propagator - separable_propagator(nshell))) < 1e-11
m_prop = 4
prop_error = np.linalg.norm(propagator - separable_propagator(m_prop), 2)
prop_formula = np.max(np.abs(np.expm1(-tau * lam[m_prop:])))
assert abs(prop_error - prop_formula) < 1e-11
print(f"propagator, tau={tau} hartree^-1, M={m_prop}: "
      f"error {prop_error:.3e}, formula {prop_formula:.3e}")

# --- l = 2: cubic shells no longer resolve all five components equally -----
K2 = weighted_matrix(2, moduli, count, volume)
lam2, u2 = sorted_eig(K2)
P2 = 5 * eval_legendre(2, cos_G)
gram = []
for i in range(nshell):
    members = np.flatnonzero(shell == i)
    gram.append(np.linalg.eigvalsh(P2[np.ix_(members, members)]
                                   / count[i])[-1])
g_max = max(gram)
assert g_max <= 5 + 1e-12
print(f"l=2: g_max = {g_max:.5f}; M, operator error, |lambda_(M+1)|")
for m in (1, 2, 3):
    rest = (u2[:, m:] * lam2[m:]) @ u2[:, m:].T
    rest = rest / np.sqrt(np.outer(count, count))
    error2 = np.linalg.norm(P2 * rest[np.ix_(shell, shell)], 2)
    assert error2 <= g_max * abs(lam2[m]) + 1e-12
    print(f"{m} {error2:.4e} {abs(lam2[m]):.4e} hartree")

print("all tests passed")
```

Output:

```
Matrix element times Omega, hartree bohr^3
|k|=2.6439, |k'|=2.4536 bohr^-1, cos=0.25898
l=0: quadrature 1.11366601, formula 1.11366601
l=1: quadrature -0.14655236, formula -0.14655236
l=2: quadrature 0.36874680, formula 0.36874680
l=3: quadrature 0.13626010, formula 0.13626010
sum over l 1.45096740, local potential 1.45096740
Cell side 8.0 bohr, cutoff 4.0 bohr^-1
plane waves without G=0: 514, shells: 22
lowest odd level, full V: -2.04267974 hartree = -55.58415 eV
lambda_1 = -3.06074 eV
M, lambda_M, operator error, lowest-level shift (hartree)
1 -1.124801e-01 5.921e-02 -1.829e-04
2  5.921452e-02 2.663e-03  3.636e-04
3 -2.662630e-03 3.491e-05  8.664e-07
4 -3.491343e-05 3.137e-07  1.107e-09
5 -3.136642e-07 1.874e-09  7.838e-13
6 -1.874118e-09 7.035e-12  1.465e-14
7 -7.035092e-12 2.290e-14  1.732e-14
8 -2.289094e-14 1.638e-16  4.885e-15
M-point radial Gauss quadrature on 0-2.5 bohr, error (hartree)
M=2: quadrature 6.664e-01, diagonal 2.663e-03
M=4: quadrature 3.508e-01, diagonal 3.137e-07
M=6: quadrature 3.303e-02, diagonal 7.035e-12
A priori bound on |lambda_(M+1)|, hartree
M=8: 1.185e-01
M=12: 1.418e-03
M=16: 5.277e-06
M=20: 7.922e-09
Radial terms for operator error below 1e-06 hartree
L=8 bohr: 514 waves, M=4, lambda_1=-0.11248 hartree
L=16 bohr: 4384 waves, M=4, lambda_1=-0.11424 hartree
L=32 bohr: 35512 waves, M=4, lambda_1=-0.11469 hartree
isolated ion: M=4, lambda_1=-0.11458 hartree
multiplications per orbital, L=8: dense 264196, separable 12336
propagator, tau=0.05 hartree^-1, M=4: error 1.568e-08, formula 1.568e-08
l=2: g_max = 2.50000; M, operator error, |lambda_(M+1)|
1 6.9696e-03 6.7207e-03 hartree
2 9.5116e-05 9.2557e-05 hartree
3 2.2739e-06 2.1858e-06 hartree
all tests passed
```
